# Why Pekar bipolarons need a small dielectric ratio and correlated electrons

Before placing two excess electrons in a supercell of a polar insulator, one has to decide whether to look for a state in which both share one lattice distortion, and whether a single determinant can settle the question. For large polarons at strong coupling the first decision depends on one number, \(\eta=\varepsilon_\infty/\varepsilon_0\). The pair binds for \(\eta<\eta_c\), with \(\eta_c\) computed below as 0.144 for the one-centre state. A determinant of one spin-up and one spin-down orbital gives no binding at any \(\eta\), so a Hartree–Fock search over such determinants would miss the bound state; a Kohn–Sham determinant with a correlation functional is not covered by this argument. Both statements concern the continuum model defined next, which contains no short-range forces.

## The functional

Take Hartree atomic units, an isotropic band mass \(m\), three dimensions and opposite spins. Label the spin-up electron 1 and the spin-down electron 2. A state is then a normalised spatial function \(\Psi(\mathbf r_1,\mathbf r_2)\), taken real, with density \(\rho\), \(\int\rho=2\). Write \((f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\).

The electronic polarisation follows the electrons instantly and screens their repulsion to \(1/\varepsilon_\infty r_{12}\). The ionic polarisation is assumed slow and classical, so it responds to the mean density. A static charge \(\rho\) has energy \((\rho|\rho)/2\varepsilon_\infty\) with clamped ions and \((\rho|\rho)/2\varepsilon_0\) with relaxed ions, so relaxation contributes \(-(\rho|\rho)/2\kappa\), where
\[ \frac1\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}=\frac{1-\eta}{\varepsilon_\infty}. \]
Measure lengths in \(\kappa/m\) bohr. The operator \(-\nabla^2/2m\) acquires the factor \(m/\kappa^2\), so does \(1/\kappa r\), and \(1/\varepsilon_\infty r\) acquires \((\kappa/\varepsilon_\infty)\,m/\kappa^2\). In the energy unit \(m/\kappa^2\) Ha,
\[ E[\Psi]=T+uV-W,\qquad u=\frac{\kappa}{\varepsilon_\infty}=\frac1{1-\eta}\ge1, \]
with \(T=\tfrac12\int(|\nabla_1\Psi|^2+|\nabla_2\Psi|^2)\), \(V=\langle 1/r_{12}\rangle\) and \(W=\tfrac12(\rho|\rho)\). One electron in an orbital \(\phi\) has \(E[\phi]=t-d/2\), with \(t=\tfrac12\int|\nabla\phi|^2\), \(d=(\phi^2|\phi^2)\), and minimum \(E_1\). Binding means \(E_2(u)=\inf E[\Psi]<2E_1\). With the Fröhlich constant \(\alpha=\kappa^{-1}\sqrt{m/2\omega}\) the energy unit equals \(2\alpha^2\omega\), so the slow-lattice assumption, phonon energy \(\omega\) far below electronic energies, requires large \(\alpha\).

The attraction can be linearised. The Coulomb form is positive, \((\sigma-\rho|\sigma-\rho)\ge0\), and expanding gives \(-\tfrac12(\rho|\rho)\le\tfrac12(\sigma|\sigma)-(\sigma|\rho)\), with equality at \(\sigma=\rho\). Hence for every \(\Psi'\)
\[ E[\Psi']\le\langle\Psi'|H_\sigma|\Psi'\rangle+\tfrac12(\sigma|\sigma),\qquad H_\sigma=h_1+h_2+\frac{u}{r_{12}}, \]
where \(h=-\tfrac12\nabla^2-v\) and \(v=\sigma*1/r\). If \(\Psi\) minimises \(E\) and \(\sigma\) is its density, the left side is at least \(E[\Psi]\) and equality holds at \(\Psi'=\Psi\), so \(\Psi\) is the ground state of \(H_\rho\). That ground state is nodeless and therefore symmetric, a singlet. Its eigenvalue is \(\mathcal E=T+uV-2W\), because \(\langle v_1+v_2\rangle=(\rho|\rho)\). The same inequality shows that alternating between the ground state of \(H_\sigma\) and the update \(\sigma\to\rho\) never raises \(E\). The correlated-Gaussian and configuration-interaction states below were obtained in this way.

## Scaling and the critical repulsion

Under \(\Psi\to s^3\Psi(s\mathbf r_1,s\mathbf r_2)\), \(T\) scales as \(s^2\) while \(V\) and \(W\) scale as \(s\). For \(W>uV\), minimising \(s^2T-s(W-uV)\) gives \(s=(W-uV)/2T\) and
\[ E=-\frac{(W-uV)^2}{4T}. \]
A minimiser has \(s=1\), so \(2T=W-uV\) and \(E=-T\). For one polaron the same step gives \(-d^2/16t\ge E_1\) for any orbital, and \(t=|E_1|\), \(d=4|E_1|\) at the minimum. A Gaussian expansion and a finite-difference solution agree on \(E_1=-0.0542564\), with \(d=0.217026\).

A shape binds if \((W-uV)^2/4T>2|E_1|\) with \(W>uV\), that is if \(uV<W-\sqrt{8|E_1|T}\). The system therefore binds exactly when \(u<u_c\), where
\[ u_c=\sup_\Psi\frac{W-\sqrt{8|E_1|T}}{V},\qquad \eta_c=1-\frac1{u_c}. \]
The quotient does not depend on scale. Since \(u_c\) is a supremum, any trial family yields a lower bound on \(\eta_c\), provided \(E_1\) is accurate. The infimum \(E_2\) never exceeds \(2E_1\), because two polarons a large distance \(R\) apart have energy \(2E_1+(u-1)/R\), as the next formula shows.

## Products do not bind

Let \(\Psi=a(\mathbf r_1)b(\mathbf r_2)\), the spatial form of a determinant with opposite spins, and \(J=(a^2|b^2)\). Then \(V=J\), \(\rho=a^2+b^2\) and \(W=\tfrac12d_a+\tfrac12d_b+J\), so
\[ E=E[a]+E[b]+(u-1)J\ \ge\ 2E_1+(u-1)J\ \ge\ 2E_1 . \]
Each electron is attracted by the polarisation of the other with energy \(-J\) in total, and repelled with \(+uJ\). In a product both terms are built from the same two densities and leave \((u-1)J\). In physical units the coefficient is \((u-1)/\kappa=1/\varepsilon_\infty-1/\kappa=1/\varepsilon_0\), the statically screened repulsion. Same-spin determinants carry an exchange term and are not treated here.

For \(a=b=\phi\), \(T=2t\), \(V=d\), \(W=2d\), and scaling gives \(-(2-u)^2d^2/8t\) for \(u<2\). Since \(d^2/16t\) is at most \(|E_1|\), the best value is
\[ E_{\rm prod}=(2-u)^2\,2E_1 . \]
At \(u=1.15\) this is \(0.7225\times(-0.1085128)=-0.0784005\), which a self-consistent calculation reproduces. Allowing \(a\ne b\) in a one-centre spd basis, the orbitals moved 8.5 length units apart and reached \(-0.088158\) with \(J=0.10884\), above the bound \(-0.108513+0.15\times0.10884=-0.092187\). In a complete basis the infimum is \(2E_1\), approached by dissociation. At \(\eta=0\) the restricted product equals \(2E_1\), so two mean-field polarons may sit on top of each other at no cost and no gain.

The need for a correlation hole holds for any symmetric \(\Psi\). Let \(n=\rho/2=\int\Psi^2d^3r_2\). Then \(\nabla\sqrt n=n^{-1/2}\int\Psi\nabla_1\Psi\,d^3r_2\), and the Cauchy–Schwarz inequality gives \(|\nabla\sqrt n|^2\le\int|\nabla_1\Psi|^2d^3r_2\), hence \(T\ge2t[\sqrt n]\). The one-polaron bound applied to the orbital \(\sqrt n\) gives \(16|E_1|\,t[\sqrt n]\ge(n|n)^2\), and \(W=2(n|n)\). Thus \(\sqrt{8|E_1|T}\ge W/2\), and binding requires
\[ uV<\tfrac12W=(n|n). \]
The true repulsion must fall below the mean-field repulsion of the same density by more than the factor \(1-\eta\). The condition is necessary and not sufficient, because the hole also costs kinetic energy.

## A solvable correlated state

Let \(\phi(r)\) be the spherical polaron orbital and take
\[ \Psi=\phi_1\phi_2F/\sqrt N,\qquad F=1-\lambda\,\mathbf r_1\!\cdot\mathbf r_2 . \]
For \(\lambda>0\) the electrons favour opposite sides of the well. With \(\theta\) the angle between \(\mathbf r_1\) and \(\mathbf r_2\), the angular averages are \(\overline{\cos\theta}=0\) and \(\overline{\cos^2\theta}=\tfrac13\), so \(\overline{F^2}=1+\lambda^2r_1^2r_2^2/3\). With \(m_2=\int r^2\phi^2\), integration over one electron and then both gives
\[ n=\phi^2\,\frac{1+\lambda^2m_2r^2/3}{N},\qquad N=1+\lambda^2m_2^2/3 , \]
and \(W=2(n|n)\) is even in \(\lambda\).

For the kinetic energy, \(\nabla_1(\phi_1F)=\phi_1'F\,\hat{\mathbf r}_1-\lambda\phi_1\mathbf r_2\), whose square is
\[ \phi_1'^2F^2-2\lambda\phi_1\phi_1'F\,\hat{\mathbf r}_1\!\cdot\mathbf r_2+\lambda^2\phi_1^2r_2^2 . \]
The average of \(F\,\hat{\mathbf r}_1\!\cdot\mathbf r_2=r_2\cos\theta-\lambda r_1r_2^2\cos^2\theta\) is \(-\lambda r_1r_2^2/3\). Multiplying by \(\phi_2^2\) and integrating, with \(K=\int r^2\phi'^2\), the three terms give
\[ \Big(2t+\frac{\lambda^2m_2K}{3}\Big)+\frac{\lambda^2m_2}{3}\int r\,(\phi^2)'\,d^3r+\lambda^2m_2 . \]
Integration by parts gives \(4\pi\int r^3(\phi^2)'dr=-3\), so the last two terms cancel. Two electrons, each with the factor \(\tfrac12\), give \(T=(2t+\lambda^2m_2K/3)/N\), again even in \(\lambda\).

For the repulsion use \(1/r_{12}=\sum_l r_<^l\,r_>^{-l-1}P_l(\cos\theta)\), \(\overline{P_lP_{l'}}=\delta_{ll'}/(2l+1)\), and \(F^2=1-2\lambda r_1r_2P_1+\lambda^2r_1^2r_2^2(\tfrac13+\tfrac23P_2)\). Each Legendre term picks its partner, so \(V=(d-2\lambda G_1+\lambda^2G_2)/N\), with averages over \(\phi_1^2\phi_2^2\)
\[ G_1=\Big\langle\frac{r_1r_2r_<}{3r_>^2}\Big\rangle>0,\qquad G_2=\Big\langle r_1^2r_2^2\Big(\frac1{3r_>}+\frac{2r_<^2}{15r_>^3}\Big)\Big\rangle . \]
Of \(T\), \(W\), \(N\) and \(V\), the last alone has a term linear in \(\lambda\), and therefore
\[ \frac{dE}{d\lambda}\Big|_{0}=-2uG_1<0 . \]
The polarisation sees the one-particle density, which angular correlation leaves unchanged at first order, while the repulsion sees the pair density, which changes at first order. At \(u=1\) the starting energy is \(2E_1\), so a small \(\lambda\) gives \(E<2E_1\). For that fixed state \(E\) is linear in \(u\), so binding persists over a finite range and \(\eta_c>0\).

The integrals are \(m_2=21.4852\), \(K=3.38082\), \(G_1=0.69672\), \(G_2=27.9186\), and a finite-difference slope with \(T\) and \(V\) from direct three-dimensional quadrature matches \(-2G_1=-1.39344\) at \(u=1\). The quotient for \(u_c\) is largest at \(\lambda=0.02435\), where \(\lambda^2=5.929\times10^{-4}\) and \(N=1+5.929\times10^{-4}\times153.87=1.0912\). Then
\[ T=\frac{0.10851+0.01436}{1.0912}=0.1126,\quad V=\frac{0.21703-0.03393+0.01655}{1.0912}=0.1830, \]
and radial quadrature gives \(W=0.419208\). With \(8|E_1|=0.434051\) and the printed \(T=0.112595\), \(V=0.182963\),
\[ u_c\ge\frac{0.419208-0.221070}{0.182963}=1.0829,\qquad \eta_c\ge0.0766 . \]
Relative to the product, \(V\) fell by 16% from \(d\), \(W\) fell by 3.4% from \(2d\), and \(T\) rose by 3.8% from \(2t\).

## An upper bound for spherical states

A bound from above needs a different argument. Assume a minimiser exists, has a spherical density and decays fast enough for \(\langle r_1\rangle\) to be finite. Let \(\mu\) be the lowest eigenvalue of \(h\) (printed as eps0). Multiply \((H_\rho-\mathcal E)\Psi=0\) by \(r_1\Psi\) and integrate:
\[ 0=\langle r_1(h_2-\mathcal E)\rangle+\tfrac12\langle r_1(-\nabla_1^2)\rangle-\langle r_1v_1\rangle+u\langle r_1/r_{12}\rangle . \]
In the first term \(r_1\) commutes with \(h_2\), so the term is the expectation of \(h_2-\mathcal E\) in \(\sqrt{r_1}\,\Psi\) and is at least \((\mu-\mathcal E)\langle r_1\rangle\). Also \(\mathcal E\le\mu\), because one electron in the lowest level and the other in a distant, very broad packet form a trial state for \(H_\rho\) with energy tending to \(\mu\).

The second term is nonnegative. For real \(f(\mathbf r)\) set \(g=\sqrt r f\). Integration by parts gives \(\int rf(-\nabla^2f)=\int(r|\nabla f|^2+f\partial_rf)\), while \(|\nabla g|^2=r|\nabla f|^2+f\partial_rf+f^2/4r\), so the integral equals \(\int(|\nabla g|^2-g^2/4r^2)\). This is Hardy's combination. Expanding \(\int|\nabla g+g\hat{\mathbf r}/2r|^2\ge0\), the cross term is \(\int(\hat{\mathbf r}/2r)\cdot\nabla g^2=-\int g^2/2r^2\) because \(\nabla\cdot(\hat{\mathbf r}/r)=1/r^2\), and adding the last term \(+\int g^2/4r^2\) leaves that same combination.

For a spherical density Newton's theorem gives \(rv(r)=\int\rho(r')\,r/\max(r,r')\,d^3r'<2\). Symmetry and \(r_1+r_2\ge r_{12}\) give \(\langle r_1/r_{12}\rangle=\langle(r_1+r_2)/2r_{12}\rangle\ge\tfrac12\). Collecting,
\[ \frac u2\le u\Big\langle\frac{r_1}{r_{12}}\Big\rangle+(\mu-\mathcal E)\langle r_1\rangle\le\langle r_1v_1\rangle<2 , \]
so \(u<4\) and \(\eta<\tfrac34\). The bound is weak and says nothing about nonspherical minimisers. The computed state at \(u_c\) obeys the chain, with \(\mu-\mathcal E=-0.36774+0.50376=0.13602\), \(\langle r_1\rangle=4.5921\), and \(0.7425+0.6246=1.3671<1.6209<2\).

## The converged value and why it is small

Between 0.0766 and 0.75 the value comes from computation. Expanding \(\Psi\) in symmetrised functions \(\exp(-ar_1^2-br_2^2-cr_{12}^2)\) gives \(\eta_c=0.1435\), \(0.1436\), \(0.1436\) with 84, 105 and 141 functions, the last with \(u_c=1.16770\). Strictly this is a lower bound, converged with respect to the \(r_{12}\) exponents for a state with one centre and zero angular momentum. A basis with powers of \(r_{12}\) and denser one-particle exponents leaves \(\eta_c=0.1436\), but moves \(u_c\) by \(1\times10^{-5}\), the energies by about \(3\times10^{-6}\) and \(V\) by up to \(2\times10^{-5}\), so the last digits of the six-decimal values below are not converged. Full configuration interaction in a separate one-centre orbital basis gives 0.0283 with s orbitals, 0.1420 with s and p, and 0.1430 with s, p and d. The \(c=0\) Gaussians, which also describe radial correlation only, give 0.0282. Radial correlation alone binds weakly, and the p channel, which contains the angular term of the model state, supplies most of \(\eta_c\). At \(\eta=0\) the spd energy \(-0.136281\) lies above the correlated-Gaussian \(-0.136521\) by 0.9% of the binding energy. A small quadrupolar distortion imposed at the spd critical point decayed under iteration, by a factor 0.427 between the tenth and eleventh steps (the factor depends on the basis and rises to about 0.47 when f functions are added, still below one). This tests local stability against that deformation in that basis and does not exclude a distant two-centre minimum.

Being an infimum of functions linear in \(u\) with positive slope \(V\), \(E_2(u)\) is concave and nondecreasing. Along a smooth branch of minimisers stationarity removes the implicit dependence on \(u\), so \(dE_2/du=V\); at \(u=1.11111\) a finite difference and \(V\) both give 0.16213. With \(B=2E_1-E_2(1)\), integration up to the crossing gives
\[ B=\int_1^{u_c}V(u)\,du,\qquad \frac{B}{V(1)}\le u_c-1\le\frac{B}{V(u_c)} , \]
where concavity makes \(V\) nonincreasing. The computed branch has \(B=0.028008\), \(V(1)=0.182014\), \(V(u_c)=0.152627\), so \(u_c-1\) lies between 0.154 and 0.184 on it, and the computed 0.168 does.

The smallness of \(\eta_c\) is the smallness of this ratio. At \(\eta=0\) the best product sits at \(2E_1\), so \(B\) is entirely correlation energy, found numerically to be 0.258 of \(2|E_1|\), or \(0.52|E_1|\). Each unit of \(u\) costs the full repulsion of the compact pair, \(V(1)=3.35|E_1|\), which is 84% of the mean-field \(d\). The reserve is the gain from a hole and the price is what remains of the whole repulsion. The cancellation of the mean-field terms is exact, whereas the size 0.258 is a computed number with no closed form given here.

The same balance appears on writing the quotient as \(2(1-p)/q\), with \(q=2V/W\) and \(p=\sqrt{8|E_1|T}/W\ge\tfrac12\). The optimal product has \(q=1\), \(p=\tfrac12\). At the critical point \(T=0.108509\), equal to \(2|E_1|\) within \(5\times10^{-6}\) as the virial relation demands, \(W=0.395245\), \(q=0.7723\) and \(p=0.217022/0.395245=0.5491\). The hole alone would permit \(1/q=1.295\), and its cost in \(p\) reduces this to \(2\times0.4509/0.7723=1.168\). Since \(V\) is still 0.153 there, the pair is compact at threshold. If this branch is the ground state up to \(u_c\), then \(E_2\) has a kink, from slope 0.153 to the constant \(2E_1\), and the pair does not unbind by swelling continuously.

## A model crystal on each side of the threshold

Take round parameters \(m=2\), \(\varepsilon_\infty=5\). For \(\varepsilon_0=50\), \(\eta=0.1\), \(u=1.11111\), \(\kappa=\varepsilon_\infty u=5.55556\), the energy unit is \(2/5.55556^2=0.064800\) Ha and the length unit is \(2.7778\) bohr. Two separate polarons have \(-0.1085128\times0.0648=-0.0070316\) Ha. The restricted product has \((0.88889)^2=0.79012\) of this, \(-0.0055559\) Ha, and is unbound by \(0.0014757\) Ha. The correlated state has reduced energy \(-0.117416\); a trapezoidal integration of \(V\) gives \(-0.136521+0.11111\times(0.182014+0.16213)/2=-0.11740\), in agreement. In physical units it is \(-0.0076086\) Ha, bound by \(0.0005770\) Ha, or 15.7 meV. The correlation energy relative to the restricted product, \(0.0020527\) Ha, is 3.6 times the binding energy, so an error of 28% in it would remove the binding. The mean electron radius is 12.15 bohr, or 0.64 nm. This is only one to one and a half times a lattice constant of 8 to 12 bohr, so the continuum lattice and the parabolic band are marginal here, and the numbers illustrate the functional rather than a particular material.

A supercell must hold several such radii, but that alone is not enough. In a cubic cell of side \(L\) with a neutralising background, the leading image energy of a charge \(q\) is \(-2.837\,q^2/2\varepsilon_0L\). It lowers the pair, with \(q^2=4\), by \(2.837/\varepsilon_0L\) more than two polarons computed in separate cells of the same size. For \(\varepsilon_0=50\) this leading term equals the true \(0.000577\) Ha at \(L\approx98\) bohr. The next term, of order \(L^{-3}\), carries \(1/\kappa\) and \(1/\varepsilon_\infty\) rather than \(1/\varepsilon_0\); it has the opposite sign, is about 8% of the binding at that size, and moves the crossing to about 89 bohr. The image energy has to be corrected before the energies are compared.

For \(\varepsilon_0=25\), \(\eta=0.2\), \(u=1.25\), \(\kappa=6.25\) and the unit is \(2/6.25^2=0.051200\) Ha. The one-centre solution still converges to a compact state, of radius 15.43 bohr, at \(-0.096496\times0.0512=-0.0049406\) Ha. It lies \(0.0006153\) Ha, or 16.7 meV, above two polarons at \(-0.0055559\) Ha. Convergence of a compact two-electron solution is therefore no evidence of binding, and the comparison with \(2E_1\) has to be made. The number \(-0.0055559\) appears in both cases for an algebraic reason. Since \(2-u=(1-2\eta)/(1-\eta)\), the product energy is \(2E_1m(1-2\eta)^2/\varepsilon_\infty^2\), the separated pair has \(2E_1m(1-\eta)^2/\varepsilon_\infty^2\), and \(1-2(0.1)=1-0.2\).

With \(\varepsilon_\infty=5\) the functional binds for \(\varepsilon_0>5/0.1436=34.8\). A phonon energy of \(0.0002\) Ha gives \(\alpha=12.7\) at \(\eta=0.1\), yet the binding energy is just \(0.000577/0.0002=2.9\) phonon quanta. This phonon energy, 5.4 meV, is much softer than the longitudinal optical modes of ordinary polar insulators; at 20 meV \(\alpha=6.6\) and the binding is 0.8 quantum, at 50 meV \(\alpha=4.2\) and 0.3 quantum, where the slow-lattice assumption fails. The functional omits the quantum motion of the lattice, so 15.7 meV is its prediction and not a converged value for the Fröhlich model at that coupling. The numerical check printed below contains the integrals and energies used here.

## Calculated quantities

```
energies in m/kappa^2 Ha, lengths in kappa/m bohr unless labelled
E1 Gaussians -0.0542564  finite differences -0.0542564  2E1 -0.1085128
polaron t 0.054256  d 0.217026
restricted product u=1.15: SCF -0.0784005  (2-u)^2 2E1 -0.0784005
model: m2 21.4852  K 3.38082  G1 0.69672  G2 27.9186
model slope at lam=0, u=1: quadrature -1.39344  -2 G1 -1.39344
model optimum lam 0.02435  T 0.112595  V 0.182963  W 0.419208
model u_c 1.08294  eta_c 0.0766
ECG radial only: N 21  eta_c 0.0282
ECG s<=2: N 84  u_c 1.16749  eta_c 0.1435
ECG s<=6: N 105  u_c 1.16765  eta_c 0.1436
ECG s<=54: N 141  u_c 1.16770  eta_c 0.1436
at u_c: T 0.108509  V 0.152627  W 0.395245  2V/W 0.7723
quadrature: T 0.108509  V 0.152627  W 0.395245  u_c formula 1.16770
eta=0: E -0.136521  B 0.028008  B/2|E1| 0.2581
eta=0: T 0.136503  V 0.182014  W 0.455038  2V/W 0.8000
tangent bound u 1.15388  eta 0.1334
u=1.11111: dE/du 0.16213  V 0.16213
min Re<r p^2>/<1/r> in Gaussian basis 0.0471
at u_c: eigenvalue -0.50376  eps0 -0.36774  <r1> 4.5921
u<r1/r12> 0.7425  (eps0-E)<r1> 0.6246  <r1 v> 1.6209
full CI l<=0: eta_c 0.0283
full CI l<=1: eta_c 0.1420
full CI l<=2: eta_c 0.1430
full CI spd, eta=0: E -0.136281; quadrupole decay ratio at u_c 0.427
unrestricted product u=1.15: E -0.088158  J 0.10884  separation 8.545
example: m 2.0 m_e, eps_inf 5.0, hbar omega 0.0002 Ha
eps_0 50.0: eta 0.100  u 1.11111  kappa 5.55556  alpha 12.73
  energy unit 0.064800 Ha  length unit 2.7778 bohr  reduced E -0.117416
  2E1 -0.0070316 Ha  product -0.0055559 Ha  correlated -0.0076086 Ha
  2E1-E 0.0005770 Ha = 15.70 meV  <r> 12.15 bohr = 0.643 nm
eps_0 25.0: eta 0.200  u 1.25000  kappa 6.25000  alpha 11.31
  energy unit 0.051200 Ha  length unit 3.1250 bohr  reduced E -0.096496
  2E1 -0.0055559 Ha  product -0.0031252 Ha  correlated -0.0049406 Ha
  2E1-E -0.0006153 Ha = -16.74 meV  <r> 15.43 bohr = 0.817 nm
minimal eps_0 for eps_inf 5.0: 34.82
```
